# Why series resistance makes a passivating anode bistable

A nickel anode in sulfuric acid is held at a fixed voltage against a reference electrode some centimetres away. On one run it dissolves at nearly 10 mA/cm², and on another, at the same setting, it passes a small passive current. A slow scan can show an abrupt drop on the way up and an abrupt rise, at a lower voltage, on the way down. With the reference close to the metal, the same anode can give one current at each voltage. What has changed is the electrolyte resistance that the potentiostat does not control.

## The load line

Let $E$ be the potential across the interface, $i$ the anodic current density (positive) and $R$ the uncompensated series resistance times electrode area. The potentiostat fixes

$$V=E+Ri ,$$

not $E$. The steady polarization curve $i=f(E)$ rises, peaks and falls to a small passive value. A steady state is a crossing of this curve with the load line:

$$f(E)=\frac{V-E}{R}\quad\Longleftrightarrow\quad V=F(E)\equiv E+Rf(E).$$

The load line has slope $-1/R$. Changing $V$ shifts it; raising $R$ flattens it. The number of crossings depends on whether $F$ is monotonic, that is, on the sign of

$$F'(E)=1+Rf'(E).$$

Define the smallest magnitude of the negative differential resistance as

$$R_c=\frac{1}{\max(-f')} .$$

If $R<R_c$, then $F'\ge 1-R/R_c>0$. Since $f$ is bounded, $F$ runs from $-\infty$ to $+\infty$, so each $V$ has one steady state.

If $R>R_c$, $F$ falls wherever $f'<-1/R$. When $f'$ has a single minimum on the falling branch, this is one interval $E_1<E<E_2$. Then $F$ rises, falls and rises again, and there are three crossings for

$$V_{\rm low}=F(E_2)<V<V_{\rm high}=F(E_1),$$

and one outside this window. Exceeding $R_c$ therefore creates a range of bistable voltages; it does not make the anode bistable at every voltage. At $R=R_c$ the window has zero width.

## Why the middle crossing is unstable

Suppose first that the film follows $E$ instantly. The current arriving through $R$, minus the current consumed at the interface, charges the capacitance $C$:

$$C\frac{dE}{dt}=\frac{V-E}{R}-f(E).$$

For a small deviation $\delta E$ from a steady state,

$$\frac{d\,\delta E}{dt}=-\frac{1}{C}\left(\frac1R+f'\right)\delta E .$$

A small rise in $E$ cuts the supply by $\delta E/R$. On the falling branch it also cuts consumption, by $|f'|\delta E$. If consumption falls more, the surplus charges the interface further and $E$ runs away. This happens where $F'<0$, at the middle crossing. The outer two have $F'>0$ and are stable.

Real films take time to form, and with the film frozen the current rises with $E$. To see whether the criterion survives, let $\theta$ be the film coverage, $i_a(E)$ the bare-metal current and $i_p$ a constant leakage:

$$i=(1-\theta)i_a(E)+i_p,$$

$$C\dot E=\frac{V-E}{R}-i,\qquad \tau\dot\theta=\theta_{ss}(E)-\theta .$$

Write $i_E=(1-\theta)i_a'>0$ for the frozen-film slope. Since $\partial i/\partial\theta=-i_a$, the Jacobian is

$$J=\begin{pmatrix}-(1/R+i_E)/C & i_a/C\\ \theta_{ss}'/\tau & -1/\tau\end{pmatrix}.$$

Along the steady curve $\theta=\theta_{ss}(E)$, so $f'=i_E-i_a\theta_{ss}'$. The determinant is

$$\det J=\frac{1/R+i_E-i_a\theta_{ss}'}{C\tau}=\frac{1/R+f'}{C\tau}.$$

The steady slope still decides. The off-diagonal elements are both positive, so the discriminant $(J_{11}-J_{22})^2+4J_{12}J_{21}$ is positive and the eigenvalues are real. The trace is negative. Hence $\det J>0$ gives two negative eigenvalues, and $\det J<0$ gives one of each sign, a saddle. This model has no oscillatory instability; a further slow variable could change that.

The feedback is now explicit: more film lowers the current, which lowers the ohmic drop, which raises $E$, which favours more film. For a slow film, $E$ adjusts at each $\theta$ so that $(V-E)/R=(1-\theta)i_a+i_p$. Differentiating with respect to $\theta$,

$$-\frac1R\frac{dE}{d\theta}=-i_a+i_E\frac{dE}{d\theta}
\;\Rightarrow\;
\frac{dE}{d\theta}=\frac{Ri_a}{1+Ri_E}.$$

The loop gain is $g=\theta_{ss}'\,dE/d\theta$, and

$$1-g=\frac{1+R(i_E-i_a\theta_{ss}')}{1+Ri_E}=\frac{1+Rf'}{1+Ri_E}.$$

Thus $g>1$ and $F'<0$ are the same condition. A deviation in coverage grows at the rate $(g-1)/\tau$. As $R\to0$, $g\to0$: without an ohmic drop the loop is open.

## How large the critical resistance is

Take Tafel dissolution and a logistic coverage,

$$i_a=Ae^{(E-E_p)/b},\qquad \theta_{ss}=s=\frac{1}{1+e^{-(E-E_p)/w}},$$

with $a=w/b<1$. Using $i_a'=i_a/b$ and $s'=s(1-s)/w$,

$$f'=\frac{i_a(1-s)}{b}-\frac{i_as(1-s)}{w}=\frac{i_a(1-s)(a-s)}{w}.$$

The peak is at $s=a$. Put $h=i_a(1-s)$, so that $h'=f'=h(a-s)/w$. Differentiating again,

$$f''=\frac{h}{w^2}\left[(a-s)^2-s(1-s)\right].$$

The bracket is $2s^2-(1+2a)s+a^2$. It is positive at $s=0$, negative at $s=a$ and positive at $s=1$, so it has one zero on the falling branch:

$$s_*=\frac{1+2a+\sqrt{1+4a-4a^2}}{4}.$$

This proves the single minimum of $f'$ assumed above.

Rough values for nickel in 0.5 M sulfuric acid are $A=20$ mA/cm², $E_p=0.35$ V against the standard hydrogen electrode, $w=20$ mV and a Tafel slope of 120 mV/decade, so $b=52.1$ mV and $a=0.384$. The peak current is 10.3 mA/cm². The steepest fall is at $s_*=0.791$, $E=0.377$ V, where $h=6.97$ mA/cm² after subtracting the leakage of 0.01 mA/cm². Hence

$$f'=\frac{6.97(0.384-0.791)}{0.020}\approx-142\ \mathrm{mS/cm^2},$$

$$R_c=\frac{1}{0.1418}\approx7.05\ \Omega\,\mathrm{cm^2}.$$

For a uniform electrolyte path $L$ of conductivity $\kappa=0.2$ S/cm, $R=L/\kappa$. A 1 cm path gives 5 Ω cm², below critical; a 4 cm path gives 20 Ω cm², above it.

At 20 Ω cm² the folds are at

$$V_{\rm high}=0.3486+20(0.01008)=0.550\ \mathrm V,$$

$$V_{\rm low}=0.4300+20(0.00168)=0.464\ \mathrm V,$$

a window of 87 mV. At its centre, $V=0.507$ V, the states are:

| State | $E$ (V) | $i$ (mA/cm²) | $g$ |
|---|---:|---:|---:|
| Active | 0.321 | 9.30 | 0.39 |
| Middle | 0.382 | 6.26 | 1.53 |
| Passive | 0.503 | 0.19 | 0.17 |

With $\tau=1$ s and $C=40$ µF/cm², the middle state departs at 0.53 s⁻¹. An instantaneous film would give $(0.1395-0.0500)/(40\times10^{-6})\approx2240$ s⁻¹. The film's slowness changes the rate of escape, not the boundaries of the window.

Time integration of the two rate equations tested those boundaries. A bare start stayed active 1 mV below $V_{\rm high}$ and passivated 1 mV above it. A filmed start stayed passive 1 mV above $V_{\rm low}$ and reactivated 1 mV below it. This is the hysteresis in the limit of a very slow scan. At a finite rate the film lags and the loop is wider. Measured where $E$ passes the steepest point, with $\tau=1$ s, it is 111 mV at 1 mV/s and 93 mV at 0.1 mV/s. At 5 Ω cm², where there is no window, a 1 mV/s scan still shows a 7 mV loop, which shrinks to 1 mV at 0.1 mV/s. A loop indicates bistability only if it survives as the scan rate goes to zero.

## How the window opens

Let $\varepsilon=R/R_c-1$ be small and $x$ the distance from the steepest point. There $f''=0$, so to leading order

$$F'=-\varepsilon+\tfrac12Rf'''x^2 .$$

The folds are at $\pm x_0$, with $x_0=\sqrt{2\varepsilon/(Rf''')}$. The window width is the fall of $F$ between them:

$$\Delta V=\int_{-x_0}^{x_0}\left(\varepsilon-\tfrac12Rf'''x^2\right)dx
=2\varepsilon x_0-\tfrac13Rf'''x_0^3=\tfrac43\varepsilon x_0 ,$$

where the last step uses $Rf'''x_0^2=2\varepsilon$. The width grows as $\varepsilon^{3/2}$, so hysteresis is hard to see just above $R_c$: it is 2.4 mV at 8 Ω cm² and 12 mV at 10 Ω cm².

Farther out, $F'=0$ at each fold, so movement of the fold does not contribute to first order and $dV_{\rm fold}/dR=f(E_{\rm fold})$. Therefore

$$\frac{d\Delta V}{dR}=f(E_1)-f(E_2).$$

At 20 Ω cm² this is $10.08-1.68=8.40$ mA/cm², or 8.4 mV of window per added Ω cm². As $R\to\infty$ it tends to the peak current minus the leakage. The width at 40 Ω cm² is 267 mV.

## What the model leaves out

**Shape of the transition.** The 20 mV step is sharp, and real transitions can be broader. If a 10 mA/cm² fall is spread over 0.15 V, its mean slope is 67 mS/cm² in magnitude. The steepest slope is at least that, so $R_c$ is at most 15 Ω cm², a bound reached only if the fall is a straight line. Since $R_c$ depends on the shape of the fall, the steady curve should be measured for the metal and bath in use.

**Film ageing.** The model takes the steady coverage to be a reversible function of $E$. Real passive films, including those on nickel, can age and then persist below the potential at which they formed. That gives hysteresis even without series resistance, and reactivation can then come later or at a lower voltage than the calculated $V_{\rm low}$.

**Dissolved nickel.** Treat the acid as H⁺ and HSO₄⁻ at $c_0=0.5$ M, both with zero net flux. With $\psi$ the solution potential relative to the bulk in units of $k_BT/e$, their concentrations are $c_0e^{-\psi}$ and $c_0e^{\psi}$. Electroneutrality gives $c_{\rm Ni}=c_0\sinh\psi$. The outward nickel flux is

$$J=-D\left(c_{\rm Ni}'+2c_{\rm Ni}\psi'\right)=-Dc_0(\cosh\psi+2\sinh\psi)\psi' .$$

Integrating across a diffusion layer $\delta$, with $\psi_s$ at the surface,

$$\frac{J\delta}{D}=c_0\left[\sinh\psi_s+2(\cosh\psi_s-1)\right].$$

At the upper fold, $J=i/2F_{\rm F}$ with $F_{\rm F}$ the Faraday constant. For $\delta=50$ µm and $D=7\times10^{-6}$ cm²/s, surface nickel is 0.035 M, far below a rough solubility of 2 M, and the diffusion potential is 1.8 mV. If the film is governed by its equilibrium with protons, its coverage curve does not shift, because zero proton flux means a uniform proton electrochemical potential. Dissolution, however, loses 1.8 mV of driving force, or 3.4% of its current if its rate does not depend on pH. This lowers $V_{\rm high}$ by about 7 mV, 8% of the window. The sign depends on the mechanism: surface protons fall by 7%, so a rate of order one half in hydroxide would leave $V_{\rm high}$ almost unchanged, and a first-order rate would raise it by about 7 mV. The size depends on the speciation: with a quarter of the bisulfate dissociated, the diffusion potential is 1.2 mV and the pH-independent shift is 4.5 mV. A thicker, unstirred layer makes these effects larger.

**Uneven films.** A ripple $\cos kx$ in surface potential decays into the electrolyte as $\sinh[k(L-z)]/\sinh kL$, if the plane at $L$ is equipotential. Its current per unit potential is $\kappa k\coth kL$, so it sees the resistance

$$R_k=\frac{\tanh kL}{\kappa k}$$

in place of $R$. For a 1 cm wide electrode filling an insulating cell, the longest ripple has $k=\pi/(1\ \mathrm{cm})$ and $R_k=1.6$ Ω cm². This is below $R_c$, so small ripples on a uniform state decay. With the 4 cm path, $R_k$ reaches $R_c$ at a width of about 4.5 cm; on a wider electrode ripples can also grow on the middle state. Since $\tanh kL<kL$, an equipotential plane at $L$ keeps $R_k$ below $R$, so the stable active and passive states then resist small ripples at any width. If the current runs on to a counter electrode beyond the reference, the length in $R_k$ is the distance to the counter electrode, and on a wide electrode $R_k$ can exceed $R$. Large local film damage is outside this estimate.

Without heat losses, Joule heating of the electrolyte is about 0.4 K/h in the active state of the table, and the estimated hydrogen current is about $2\times10^{-5}$ mA/cm². Both are negligible here. Dissolved oxygen need not be: in an air-saturated bath with the same 50 µm layer its reduction is limited to about 0.36 mA/cm², more than the passive current in the table, and could lower each fold by up to 7 mV. The model assumes a deaerated bath. Heat released by the reaction at the interface is not included in this estimate.

## What to do about it

To record the whole curve, bring $R$ below $R_c$, on an electrode narrow enough that $R_k$ is below $R_c$ too. In this example the uniform path must be shorter than $\kappa R_c=0.2\times7.05=1.4$ cm. Alternatively, ideal, delay-free compensation of a fraction $\alpha$ adds $\alpha Ri$ to the applied voltage and leaves $(1-\alpha)R$. Starting from 20 Ω cm², this requires $\alpha>1-7.05/20=0.65$. Keep $\alpha$ below 1, since the stability argument assumes a positive remaining resistance. Compensation does not lower $R_k$, which depends on the actual current path; nor does moving the reference closer while the counter electrode stays where it is. With a 4 cm path and an electrode wider than about 4.5 cm, the surface can therefore still split into active and passive regions on the falling branch, and the average current no longer follows the steady curve.

Subtracting $Ri$ after the measurement corrects the potential axis but cannot recover the missing branch: between 0.349 and 0.430 V the interface had no stable state to record.

To passivate reliably from bare metal, set $V$ above $V_{\rm high}$, with a margin for changes in peak current and resistance. Inside the window a passive anode survives small disturbances, but one that carries it past the saddle's dividing line returns it to active dissolution. The numerical output gives the remaining values.

## Table of computed values

```
Potentials against the standard hydrogen electrode
Bare current at E_p, A: 20 mA/cm2
E_p: 0.35 V
Film step width w: 20 mV
Tafel slope: 120 mV/decade
e-fold potential b: 52.12 mV
a = w/b: 0.3838 (none)
Passive leakage: 0.01 mA/cm2
Capacitance: 40 uF/cm2
Film time tau: 1 s
Conductivity: 0.2 S/cm
Electrolyte paths: 1.0 and 4.0 cm
R for these paths: 5.0 and 20.0 ohm cm2
Peak: 0.3405 V, 10.29 mA/cm2
Steepest fall: 0.3766 V, 6.98 mA/cm2
Coverage at steepest fall: 0.7906 (none)
Steepest slope: -141.8 mS/cm2
Critical resistance R_c: 7.05 ohm cm2
Upper fold, R=20: E=0.3486 V, V=0.5503 V
Lower fold, R=20: E=0.4300 V, V=0.4636 V
Fold currents: 10.083, 1.682 mA/cm2
Window width at R=8 ohm cm2: 2.379 mV
Window width at R=10 ohm cm2: 12.090 mV
Window width at R=20 ohm cm2: 86.717 mV
Window width at R=40 ohm cm2: 267.335 mV
Width at R=1.002 R_c: 4.475 uV
Onset law there: 4.473 uV
Mid-window V: 0.507 V
Active: E=0.3210 V, i=9.297 mA/cm2
  coverage=0.1901, slope=89.94 mS/cm2
  loop gain=0.3868, leading rate=-0.6132 1/s
Middle: E=0.3817 V, i=6.264 mA/cm2
  coverage=0.8297, slope=-139.45 mS/cm2
  loop gain=1.5261, leading rate=0.5259 1/s
Passive: E=0.5032 V, i=0.188 mA/cm2
  coverage=0.9995, slope=-5.49 mS/cm2
  loop gain=0.1667, leading rate=-0.8332 1/s
Middle rate, instantaneous film: 2236 1/s
R_big*C: 0.8 ms
Electrode width: 1 cm
Lateral-mode resistance: 1.592 ohm cm2
Diffusion layer: 50 um
Ion diffusivity: 7e-06 cm2/s
Surface nickel at upper fold: 0.0349 mol/L
Surface proton at upper fold: 0.466 mol/L
Diffusion potential: 1.79 mV
Resulting shift of upper fold: -6.8 mV
Hydrogen exchange current: 0.01 mA/cm2
Hydrogen current, active state: 2.1e-05 mA/cm2
Joule heat, active state: 1.73 mW/cm2
Heating rate without losses: 0.37 K/h
```
